# Minimal coupling and the f-sum rule for a nonlocal pseudopotential, part 1

(Sections cited here and not found follow in the second part.)

## 1. An atom that responds to no field

Take one electron in a pseudopotential model,

$$H_0=\tfrac12\mathbf p^2+V_{\rm loc}(\mathbf r)+V,\qquad (V\psi)(\mathbf r)=\int d^3r'\,V(\mathbf r,\mathbf r')\,\psi(\mathbf r'),$$

and couple it to a vector potential by the usual rule: replace $\mathbf p$ by $\mathbf p+\mathbf A$ in the kinetic energy and leave the potentials alone. I call this the naive coupling. Units are Hartree atomic units, $\hbar=m_e=e=1$, with $B$ in $\hbar/(ea_0^2)$. The electron has charge $-1$, the fields are $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$, and the scalar potential enters $H$ as $-\phi$. The kernel is Hermitian, $V(\mathbf r,\mathbf r')=V(\mathbf r',\mathbf r)^*$, of finite range and independent of energy, as in a norm-conserving pseudopotential.

A vector potential that is constant in space and time carries neither $\mathbf E$ nor $\mathbf B$, so it cannot change the energy of a bound atom in open space. I tried this on a one-dimensional atom, with the chosen inputs $V_{\rm loc}=\tfrac12\Omega^2x^2$, $\Omega=0.4$ Ha, and $V=h|\beta\rangle\langle\beta|$, where $h=0.5$ Ha and $\beta\propto e^{-(x-x_c)^2/2\sigma^2}$ is normalized, $\sigma=0.8$ bohr, $x_c=0.5$ bohr. Diagonalization on a uniform sinc grid gives $E_0=0.458210$ Ha. With the naive coupling and a constant $A=0.3$ a.u. the ground energy moves by $-0.013312$ Ha, although no field is present. The same fault turns the polarizability of the three-dimensional model atom of section 8, at the frequency $\omega=0.05$ Ha and computed from the induced current $\langle\mathbf p+\mathbf A\rangle$, from 45.6 into 187.3 bohr$^3$.

## 2. The local potential, and what gauge covariance asks

The fields are unchanged under $\mathbf A\to\mathbf A+\nabla\chi$, $\phi\to\phi-\partial_t\chi$. Set $\psi'=e^{-i\chi}\psi$. With $\mathbf p=-i\nabla$,

$$(\mathbf p+\mathbf A+\nabla\chi)\,e^{-i\chi}\psi=e^{-i\chi}\,(\mathbf p-\nabla\chi+\mathbf A+\nabla\chi)\,\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi ,$$

and applying this twice shows that the kinetic term becomes $e^{-i\chi}\tfrac12(\mathbf p+\mathbf A)^2e^{i\chi}$. The time derivative gives $i\partial_t\psi'=(\partial_t\chi)\psi'+e^{-i\chi}i\partial_t\psi$, and the extra $\partial_t\chi$ is supplied by $-\phi'=-\phi+\partial_t\chi$. So $\psi'$ solves the Schrödinger equation in the new gauge if and only if the sum $W$ of the remaining terms of the Hamiltonian obeys $W^{\mathbf A+\nabla\chi}=e^{-i\chi}W^{\mathbf A}e^{i\chi}$. A local potential commutes with $e^{i\chi(\mathbf r)}$ and may stay as it is. For a kernel the condition reads

$$V^{\mathbf A+\nabla\chi}(\mathbf r,\mathbf r')=e^{-i\chi(\mathbf r)}\,V^{\mathbf A}(\mathbf r,\mathbf r')\,e^{i\chi(\mathbf r')}.\tag{1}$$

If the kernel did not depend on $\mathbf A$, (1) would require $V(\mathbf r,\mathbf r')\,[1-e^{-i\chi(\mathbf r)+i\chi(\mathbf r')}]=0$ for every $\chi$. For $\mathbf r\ne\mathbf r'$ one can choose $\chi$ with a nonzero bracket, so $V$ would have to vanish off the diagonal. That is the fault in section 1: a nonlocal $V$ moves amplitude from $\mathbf r'$ to $\mathbf r$, and it must carry the relative phase between the two points.

## 3. Uniform vector potential

A constant $\mathbf A$ is reached from zero by $\chi=\mathbf A\cdot\mathbf r$, and (1) then fixes the kernel completely:

$$V^{\mathbf A}(\mathbf r,\mathbf r')=V(\mathbf r,\mathbf r')\,e^{-i\mathbf A\cdot(\mathbf r-\mathbf r')},\qquad H(\mathbf A)=e^{-i\mathbf A\cdot\mathbf r}H_0\,e^{i\mathbf A\cdot\mathbf r}.\tag{2}$$

The second form holds term by term, by section 2 for the kinetic and local parts and by construction for $V$. It makes $H(\mathbf A)$ unitarily equivalent to $H_0$. In the one-dimensional atom, with the phase put on the kernel and the kinetic term written out as $\tfrac12p^2+Ap+\tfrac12A^2$, the shift at $A=0.3$ drops to $7.2\times10^{-16}$ Ha, which is rounding error.

For a uniform $\mathbf A(t)$ there is a real electric field, and an assumption enters. The choice $\chi=-\mathbf A(t)\cdot\mathbf r$ removes the vector potential and produces $\phi'=-\partial_t\chi=\dot{\mathbf A}\cdot\mathbf r=-\mathbf E\cdot\mathbf r$, so the Hamiltonian in that gauge contains $+\mathbf E\cdot\mathbf r$. Using (2) at each instant is equivalent to saying that the length-gauge Hamiltonian is $H_0+\mathbf E\cdot\mathbf r$ with the field-free kernel. Covariance alone would permit further terms built from $\mathbf E$ and $\mathbf B$, such as a core polarization. Minimal coupling means leaving them out: the core is frozen and the dipole operator of the pseudo-electron is $-\mathbf r$.

### Velocity and diamagnetic operators

Expand $H(\mathbf A)=H_0+A_av_a+\tfrac12A_aA_bD_{ab}+\dots$, with sums over repeated Cartesian indices. The kinetic term gives $p_a$ and $\delta_{ab}$. The kernel, with $\mathbf d=\mathbf r-\mathbf r'$, gives

$$V\,e^{-i\mathbf A\cdot\mathbf d}=V-iA_a\,d_aV-\tfrac12A_aA_b\,d_ad_bV+\dots$$

The operator $r_aV$ has kernel $r_aV(\mathbf r,\mathbf r')$ and $Vr_a$ has kernel $V(\mathbf r,\mathbf r')r'_a$, so $[r_a,V]$ has kernel $d_aV$ and $[r_a,[r_b,V]]$ has kernel $d_ad_bV$. Since $-i[r_a,V]=i[V,r_a]$,

$$\mathbf v=\mathbf p+i[V,\mathbf r],\qquad D_{ab}=\delta_{ab}-[r_a,[r_b,V]].\tag{3}$$

Unlike the local case, the series in general does not stop at second order, because the exponential in (2) has terms of every order.

The operator $\mathbf v$ was defined as the coefficient of $\mathbf A$. It is also the rate of change of position. Differentiating (2),

$$\frac{\partial H}{\partial A_a}=-ir_aH(\mathbf A)+iH(\mathbf A)r_a=i[H(\mathbf A),r_a]=\dot r_a ,\tag{4}$$

at any $\mathbf A$. At $\mathbf A=0$ this can be checked directly. From $[p_b,r_a]=-i\delta_{ab}$ follows $[\tfrac12\mathbf p^2,r_a]=\tfrac12(p_b[p_b,r_a]+[p_b,r_a]p_b)=-ip_a$, so $i[H_0,r_a]=p_a+i[V,r_a]$, which is (3). Between bound eigenstates, with $\omega_n=E_n-E_0$,

$$\langle n|\mathbf v|0\rangle=i\langle n|H_0\mathbf r-\mathbf rH_0|0\rangle=i\omega_n\langle n|\mathbf r|0\rangle .\tag{5}$$

The familiar relation $\langle n|\mathbf p|0\rangle=i\omega_n\langle n|\mathbf r|0\rangle$ is the local special case and is false here. Finite differences of the phased kernel in $A$ were compared with the two commutators as grid matrices in the one-dimensional atom and reproduce them.

Two limits test (3). If $V(\mathbf r,\mathbf r')=U(\mathbf r)\delta(\mathbf r-\mathbf r')$, then $d_aV=0$, and $\mathbf v=\mathbf p$, $D_{ab}=\delta_{ab}$. If instead the kernel depends only on $d=x-x'$, in one dimension $V(d)=\int\frac{dq}{2\pi}e^{iqd}\,w(q)$, it is the operator $w(p)$. The phased kernel is $\int\frac{dq}{2\pi}e^{i(q-A)d}w(q)=\int\frac{dq}{2\pi}e^{iqd}w(q+A)$, the operator $w(p+A)$. Then $v=p+w'(p)$ and $D=1+w''(p)$. A nonlocal potential is a momentum-dependent one, and the phase is the substitution $p\to p+A$ carried out inside it.

## 4. A field that varies in space

If $\mathbf B=0$ throughout a simply connected region that contains the range of the kernel, then $\mathbf A=\nabla\chi$ there, $\chi(\mathbf r)-\chi(\mathbf r')=\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l$ along any path, and (1) gives

$$V^{\mathbf A}(\mathbf r,\mathbf r')=V(\mathbf r,\mathbf r')\exp\Big(-i\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l\Big).\tag{6}$$

For $\mathbf B\neq0$ the form (6) still satisfies (1), for any rule that assigns a field-independent path to each pair of points, because adding $\nabla\chi$ adds $\chi(\mathbf r)-\chi(\mathbf r')$ to the integral whatever the path. It is Hermitian if the path from $\mathbf r$ to $\mathbf r'$ is the reverse of the path from $\mathbf r'$ to $\mathbf r$:

$$V^{\mathbf A}(\mathbf r',\mathbf r)^*=V(\mathbf r',\mathbf r)^*\exp\Big(+i\int_{\mathbf r}^{\mathbf r'}\mathbf A\cdot d\mathbf l\Big)=V(\mathbf r,\mathbf r')\exp\Big(-i\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf l\Big).$$

Gauge covariance therefore does not select a path. One path comes from extending the last limit of section 3, that is, from writing $V$ in terms of $\mathbf r$ and $\mathbf p$ and substituting. Put $\mathbf r'=\mathbf r+\mathbf s$. Since $i\mathbf s\cdot\mathbf p=\mathbf s\cdot\nabla$, Taylor's theorem gives $(e^{i\mathbf s\cdot\mathbf p}\psi)(\mathbf r)=\psi(\mathbf r+\mathbf s)$, and

$$(V\psi)(\mathbf r)=\int d^3s\;V(\mathbf r,\mathbf r+\mathbf s)\,\big(e^{i\mathbf s\cdot\mathbf p}\psi\big)(\mathbf r).$$

All momentum dependence sits in the translation operator. The claim is that

$$\big(e^{i\lambda\mathbf s\cdot(\mathbf p+\mathbf A)}\psi\big)(\mathbf r)=e^{i\Phi(\lambda,\mathbf r)}\,\psi(\mathbf r+\lambda\mathbf s),\qquad \Phi(\lambda,\mathbf r)=\int_0^\lambda \mathbf s\cdot\mathbf A(\mathbf r+\mu\mathbf s)\,d\mu .\tag{7}$$

The left side is the solution of $\partial_\lambda G=[\mathbf s\cdot\nabla+i\,\mathbf s\cdot\mathbf A(\mathbf r)]\,G$ with $G=\psi$ at $\lambda=0$. This is a first-order linear transport equation, whose solution is unique, so it suffices to show that the right side solves it. Its $\lambda$ derivative is

$$\partial_\lambda G=i\,\mathbf s\cdot\mathbf A(\mathbf r+\lambda\mathbf s)\,G+e^{i\Phi}\,(\mathbf s\cdot\nabla\psi)(\mathbf r+\lambda\mathbf s).$$

For the spatial derivative, $\mathbf s\cdot\nabla$ acting on a function of $\mathbf r+\mu\mathbf s$ equals $d/d\mu$, so

$$\mathbf s\cdot\nabla\Phi=\int_0^\lambda\frac{d}{d\mu}\big[\mathbf s\cdot\mathbf A(\mathbf r+\mu\mathbf s)\big]d\mu=\mathbf s\cdot\mathbf A(\mathbf r+\lambda\mathbf s)-\mathbf s\cdot\mathbf A(\mathbf r).$$

Hence

$$[\mathbf s\cdot\nabla+i\,\mathbf s\cdot\mathbf A(\mathbf r)]G=i\big[\mathbf s\cdot\mathbf A(\mathbf r+\lambda\mathbf s)-\mathbf s\cdot\mathbf A(\mathbf r)\big]G+e^{i\Phi}\,\mathbf s\cdot\nabla\psi+i\,\mathbf s\cdot\mathbf A(\mathbf r)\,G ,$$

the terms in $\mathbf A(\mathbf r)$ cancel, and what is left is $\partial_\lambda G$. At $\lambda=1$, $\Phi$ is the integral of $\mathbf A\cdot d\mathbf l$ along the straight segment from $\mathbf r$ to $\mathbf r'$, which is minus the integral from $\mathbf r'$ to $\mathbf r$. This is (6) with the straight path, the continuum form of the Peierls phase. Nothing was assumed about $\nabla\times\mathbf A$. Equation (7) was also tested by symbolic algebra in two dimensions, for polynomial $\mathbf A$ with nonzero curl and polynomial $\psi$: repeated application of $\mathbf s\cdot\nabla+i\,\mathbf s\cdot\mathbf A$ agrees exactly with the successive $\lambda$ derivatives of the closed form over the orders examined. For constant $\mathbf A$ the integral is $\mathbf A\cdot(\mathbf r-\mathbf r')$ and (2) returns.

## 5. The path is a modelling choice when $B\neq0$

For a kernel that belongs to an atom at $\mathbf R$ there is a second natural path, $\mathbf r'\to\mathbf R\to\mathbf r$ in two straight legs. It factorizes, so a separable potential $h|\beta\rangle\langle\beta|$ stays separable with $\beta^{\mathbf A}(\mathbf r)=\beta(\mathbf r)\exp(-i\int_{\mathbf R}^{\mathbf r}\mathbf A\cdot d\mathbf l)$. This is the form that appears in the GIPAW treatment of magnetic response.

The difference of the two integrals is the circulation round the triangle $\mathbf r'\to\mathbf r\to\mathbf R\to\mathbf r'$. It is gauge invariant, so for uniform $\mathbf B$ it can be computed with $\mathbf A(\mathbf q)=\tfrac12\mathbf B\times\mathbf q$. On a segment $\mathbf q=\mathbf a+t(\mathbf b-\mathbf a)$ the integrand is $\tfrac12(\mathbf B\times\mathbf q)\cdot(\mathbf b-\mathbf a)=\tfrac12\mathbf B\cdot[\mathbf q\times(\mathbf b-\mathbf a)]=\tfrac12\mathbf B\cdot(\mathbf a\times\mathbf b)$, independent of $t$. The three sides give $\tfrac12\mathbf B\cdot(\mathbf r'\times\mathbf r+\mathbf r\times\mathbf R+\mathbf R\times\mathbf r')$. Expanding $(\mathbf r-\mathbf r')\times(\mathbf R-\mathbf r')=\mathbf r\times\mathbf R-\mathbf r\times\mathbf r'-\mathbf r'\times\mathbf R$ shows the same three terms, so

$$\int_{\rm straight}\mathbf A\cdot d\mathbf l-\int_{\text{via }\mathbf R}\mathbf A\cdot d\mathbf l=\tfrac12\,\mathbf B\cdot\big[(\mathbf r-\mathbf r')\times(\mathbf R-\mathbf r')\big],\tag{8}$$

the flux through the triangle. Both (8) and the covariance of the phase were confirmed by numerical quadrature of the line integrals in a gauge with a nonlinear $\chi$ added.

In absolute terms the phase is small. A field of 10 T is $4.2544\times10^{-5}$ a.u., and a triangle with legs equal to a projector radius of 0.6 bohr has area $0.6^2/2=0.18$ bohr$^2$, so the phase is $4.2544\times10^{-5}\times0.18=7.658\times10^{-6}$ rad. It would be a mistake to conclude that the choice is irrelevant for magnetism, because the magnetic response is itself of first order in $B$. A single spherical atom at $\mathbf R=0$, with $\mathbf B$ along $z$ and the symmetric gauge, shows this. Both legs through the origin have $\mathbf a\times\mathbf b=0$, so the path via $\mathbf R$ leaves $V$ unchanged, and the first-order coupling is $\mathbf A\cdot\mathbf p=\tfrac12BL_z$, as in the all-electron atom. The straight path adds the kernel $-\tfrac i2B(x'y-y'x)V(\mathbf r,\mathbf r')$. For an $s$ projector, $V=h_s\beta_s(r)\beta_s(r')$, its element between real $p$ states is $-\tfrac i2Bh_sK^2$ with $K=\langle p_x|x|\beta_s\rangle=\langle p_y|y|\beta_s\rangle$, the $y'x$ term vanishing by symmetry. Since $L_zx=-i(x\partial_y-y\partial_x)x=iy$, one has $\langle p_y|L_z|p_x\rangle=i$, and the total is $\tfrac i2B(1-h_sK^2)$. The straight path changes the orbital Zeeman splitting by a fraction that does not depend on $B$, while the atom-centred path keeps the all-electron value. For electric-dipole coupling, where $\mathbf A$ is uniform over the range of the kernel, the paths agree and everything below is independent of the choice.

## 6. The f-sum rule

Take $N$ electrons, $H=\sum_ih_i+W$, where each $h_i$ has the form of $H_0$ and the interaction $W$ is local, a function of positions only. Let $X=\sum_ix_i$, let the ground state be bound and nondegenerate, and define $f_n=2\omega_n|\langle n|X|0\rangle|^2$. Expanding,

$$[X,[H,X]]=X(HX-XH)-(HX-XH)X=2XHX-X^2H-HX^2 .$$

In the ground state the last two terms give $-2E_0\langle X^2\rangle$. Inserting the complete set of eigenstates in $\langle XHX\rangle$ and $\langle X^2\rangle$,

$$\langle0|[X,[H,X]]|0\rangle=2\sum_n(E_n-E_0)|\langle n|X|0\rangle|^2=\sum_nf_n .$$

Now evaluate the commutator directly. $W$ and $V_{\rm loc}$ commute with $X$. Operators of different electrons commute, so only $[x_i,[h_i,x_i]]$ survives. The kinetic part is $[x,-ip_x]=-i\cdot i=1$. The nonlocal part is $[x,[V,x]]=-[x,[x,V]]$, with kernel $-(x-x')^2V(\mathbf r,\mathbf r')$. Define the one-body density matrix by $\langle\sum_iO_i\rangle=\iint O(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)$, so that $\gamma(\mathbf r',\mathbf r)=\psi(\mathbf r')\psi^*(\mathbf r)$ for one electron. Then

$$\sum_nf_n=N-\iint d^3r\,d^3r'\,(x-x')^2\,V(\mathbf r,\mathbf r')\,\gamma(\mathbf r',\mathbf r)=\Big\langle\sum_iD_{xx}^{(i)}\Big\rangle .\tag{9}$$

The last equality is a comparison with (3). The Thomas-Reiche-Kuhn value $N$ is replaced by the expectation value of the diamagnetic operator.

That the two coincide has a reason, which gives a second derivation. For one electron and constant $A$ along $x$, second-order perturbation theory on $Av+\tfrac12A^2D$ gives

$$E_0(A)-E_0=A\langle v\rangle+\tfrac12A^2\Big[\langle D\rangle-\sum_{n\ne0}\frac{2|v_{n0}|^2}{\omega_n}\Big]+\dots$$

By (2) the left side is zero. By (5), $\langle v\rangle=0$ and $2|v_{n0}|^2/\omega_n=2\omega_n|x_{n0}|^2=f_n$. So the bracket vanishes and $\sum f_n=\langle D\rangle$. The sum rule is gauge invariance at second order in $A$.

The same expansion explains section 1. The naive coupling has $p$ in place of $v$ and 1 in place of $D$, so its curvature is $1-S_p$ with $S_p=\sum_{n\neq0}2|p_{n0}|^2/\omega_n$. (The linear term vanishes because a real bound state has $\langle p\rangle=0$.) In the one-dimensional atom the sum over grid eigenstates gives $S_p=1.307820$, and a finite-difference second derivative of the naive energy gives $-0.307820=1-S_p$. The quadratic estimate at $A=0.3$ is $\tfrac12\times0.09\times(-0.307820)=-0.01385$ Ha, near the computed $-0.013312$ Ha, with the remainder coming from higher orders in $A$. The true sum is $\sum f_n=0.886789$, and the ground-state expectation value of $1-[x,[x,V]]$ is $0.886789$. The quantity $S_p$ equals neither 1 nor $\langle D\rangle$, but it is tied to $\langle D\rangle$. Conjugating the naive Hamiltonian with $e^{iAx}$ removes $A$ from the kinetic term and leaves $e^{iAx}Ve^{-iAx}=V+iA[x,V]-\tfrac12A^2[x,[x,V]]+\dots$. Since $-\langle[x,[x,V]]\rangle=\langle D\rangle-1$, second-order perturbation theory gives the curvature $1-S_p=\langle D\rangle-1-\sum_{n\ne0}2|\langle n|[V,x]|0\rangle|^2/\omega_n$. Hence $S_p\ge2-\langle D\rangle$, and $\langle D\rangle<1$ forces $S_p>1$. Here the bound is $2-0.886789=1.113211$, below the computed $1.307820$.

In the local limit (9) gives $N$. For $w(p)=cp^2/2$ the kinetic energy is $p^2/2m^*$ with $1/m^*=1+c$, and $D=1+w''=1/m^*$. A harmonic oscillator of that mass has one dipole line with $|x_{10}|^2=1/(2m^*\omega)$ and $f=2\omega\cdot1/(2m^*\omega)=1/m^*$, in agreement. The correction in (9) weights the kernel with the squared distance $(x-x')^2$, so a short range suppresses it, and its sign is not fixed, since neither $V$ nor $\gamma$ has a definite sign off the diagonal.

For independent particles, as in a Kohn-Sham spectrum without response kernel, (9) holds for each occupied orbital $i$ summed over all other orbitals. In the sum over $i$, terms between two equally occupied orbitals cancel in pairs because $f_{i\to j}=-f_{j\to i}$, so the occupied-to-empty sum equals $\sum_i\langle i|D|i\rangle$. A Fock exchange operator is also a nonlocal kernel and enters such an independent-particle sum in the same way as $V$. It derives, however, from a local $W$, and by (9) it does not modify the sum rule of the interacting system.

Gauge covariance requires the nonlocal kernel to carry a phase, which fixes the velocity and diamagnetic operators for uniform $\mathbf A$ and replaces the f-sum value $N$ by the expectation value of the diamagnetic operator. What remains is to apply these results to the polarizability, a three-dimensional model atom, a crystal and a quantized cavity mode, and to state where they stop holding.
